Operation count and triples storage of the (T) correction

The (T) correction adds the leading effect of triple excitations to a converged coupled-cluster singles and doubles (CCSD) calculation. This problem derives its working equation, counts the arithmetic it needs, and finds how much memory its triples quantities need.

**Setting.** The reference determinant |0⟩ is a canonical Hartree–Fock determinant of real spin orbitals, either unrestricted or closed-shell restricted. There are o correlated occupied spin orbitals (i, j, k, l, m) and v virtual ones (a, b, c, d, e), with energies ε. An orbital label with a dagger is a creation operator; without one, inside an operator string, it is an annihilation operator. The cluster operators are

T1 = Σ t_i^a a†i,  T2 = (1/4) Σ t_ij^ab a†b†ji,

where t_ij^ab changes sign when i and j, or a and b, are exchanged. Because the orbitals are canonical, the Hamiltonian is a constant plus a diagonal orbital-energy operator plus

W = (1/4) Σ ⟨pq||rs⟩ {p†q†sr}.

The braces denote normal order with respect to |0⟩: operators that annihilate |0⟩ (e and m†) stand on the right, with a minus sign for each exchange. The correction is defined by

E(T) = ⟨0|(T1+T2)† W R W T2|0⟩,
R = Σ_{i<j<k, a<b<c} |Φ⟩⟨Φ| / D,
|Φ⟩ = a†b†c†kji|0⟩,
D = εi + εj + εk − εa − εb − εc.

Here R W T2|0⟩ is an approximate triples wave function: the doubles drive each triple Φ, and its excitation energy −D resists.

**(a) Find the triples part of W T2|0⟩.**

*Solution.* T2 creates two particles and two holes, and a triple has three of each. W must therefore create three of these objects and remove one. The removed one is either a particle e or a hole m.

*Particle removed.* Two virtual creators b†, c† and one occupied annihilator i do the creating. The choices (r,s) = (e,i) and (i,e) give equal terms, which turns 1/4 into 1/2:

W_p = (1/2) Σ ⟨bc||ei⟩ b†c†ie.

First let e act on the doubles:

e a†d†kj|0⟩ = δ_ea d†kj|0⟩ − δ_ed a†kj|0⟩.

After multiplication by t_jk^ad/4 and summation, the two terms are equal, because t_jk^ed = −t_jk^de. Hence

e T2|0⟩ = −(1/2) Σ t_jk^ae a†kj|0⟩.

The full string is now b†c†i a†kj. Moving i past a† gives a minus sign. Moving a† past b†c†, and i past kj, gives none. So b†c†ia†kj = −a†b†c†kji, the two minus signs cancel, and

W_p T2|0⟩ = (1/4) Σ t_jk^ae ⟨ei||bc⟩ a†b†c†kji|0⟩,

where ⟨bc||ei⟩ = ⟨ei||bc⟩ for real orbitals.

*Hole removed.* In the same way

W_h = (1/2) Σ ⟨ma||jk⟩ {m†a†kj} = −(1/2) Σ ⟨ma||jk⟩ a†kj m†,

since m† passes three operators on its way to the right. It passes b†c† without a sign, and m†|0⟩ = 0, so

m† b†c†li|0⟩ = δ_ml b†c†i|0⟩ − δ_mi b†c†l|0⟩.

With the weight t_il^bc/4 the two terms are again equal:

m† T2|0⟩ = (1/2) Σ t_im^bc b†c†i|0⟩.

Moving kj past b†c† costs no sign, so

W_h T2|0⟩ = −(1/4) Σ t_im^bc ⟨ma||jk⟩ a†b†c†kji|0⟩.

*Coefficient of one determinant.* Together,

W T2|0⟩ → (1/4) Σ_{ijkabc} X(i;jk|a;bc) a†b†c†kji|0⟩,
X(i;jk|a;bc) = Σ_e t_jk^ae ⟨ei||bc⟩ − Σ_m t_im^bc ⟨ma||jk⟩.

The sum runs over all index values, so a given determinant occurs 6 × 6 = 36 times, each time with the sign of the permutation. X is antisymmetric in jk and in bc. An odd permutation of ijk is a cyclic one followed by an exchange of the last two labels; its sign cancels the sign change of X, so it repeats the cyclic term. This gives a factor 2 for ijk and another for abc, which cancel the 1/4:

C_ijk^abc = ⟨Φ|W T2|0⟩ = Σ_{cyc ijk} Σ_{cyc abc} X(i;jk|a;bc).

There are nine terms, all with a plus sign.

**(b) Find the triples part of W T1|0⟩, and write E(T) as a sum over i<j<k.**

*Solution.* T1 supplies one particle and one hole, so W must create two of each. That part of W is (1/4) Σ ⟨bc||jk⟩ b†c†kj. In b†c†kj a†i the operator a† moves past four others without a net sign, which leaves a†b†c†kji. The counting of part (a) applies again:

Z_ijk^abc = ⟨Φ|W T1|0⟩ = Σ_{cyc ijk} Σ_{cyc abc} t_i^a ⟨jk||bc⟩.

W is Hermitian and all quantities are real, so ⟨0|(T1+T2)†W|Φ⟩ = C + Z. Therefore

E(T) = Σ_{i<j<k} Σ_{a<b<c} C(C+Z)/D.

C and Z both change sign when two virtual labels are exchanged, so their products do not, and both vanish when two labels coincide. The restricted sum over abc is thus one sixth of the free sum:

E(T) = Σ_{i<j<k} (1/6) Σ_{abc} C(C+Z)/D.

If every D is negative, the part C²/D lowers the energy term by term. The part CZ/D is not a square divided by D, so this argument does not fix its sign.

**(c) Count the multiplications. Which term dominates, and when?**

*Solution.* Conventional multiplication of a p×q matrix by a q×r matrix takes pqr multiplications. Fix i<j<k and form

A(a,bc) = Σ_{cyc ijk} [ Σ_e t_jk^ae ⟨ei||bc⟩ − Σ_m ⟨ma||jk⟩ t_im^bc ].

With bc treated as one column index of length v², each cyclic choice contains two matrix products:

- particle term: (v×v) times (v×v²), v⁴ multiplications;
- hole term: (v×o) times (o×v²), ov³ multiplications.

The virtual permutations need no new contraction, because they read the finished array in a different index order:

C(a,b,c) = A(a,bc) + A(b,ca) + A(c,ab).

The three products t_i^a⟨jk||bc⟩ in Z cost 3v³, and C times (C+Z) costs v³. With o(o−1)(o−2)/6 occupied triples,

N = [o(o−1)(o−2)/6] · [3v⁴ + 3ov³ + 4v³].

For large o and v this becomes

N ≈ o³v⁴/2 + o⁴v³/2.

The cost is of order o³v⁴ when v is at least comparable with o, and the particle term alone dominates when v ≫ o. The ratio of hole to particle work is o/v, so in a small basis the o⁴v³ term is a sizeable part of the total.

The exponents can be read from the indices: the six labels of the triple stay free while a seventh, e or m, is summed. Using spin symmetry or restricting to b<c lowers the prefactor but leaves these powers. Since the amplitudes are already converged, this work is done once and not in every iteration.

If o and v both double, the leading cost grows by 2⁷ = 128. At finite o the contraction cost grows by more. The factor v³(v+o) grows by 2⁴, while the number of triples grows by

2o(2o−1)(2o−2) / [o(o−1)(o−2)] = 4(2o−1)/(o−2),

which exceeds 8 and approaches 8 as o becomes large.

**(d) How much memory do the triples quantities need if the occupied triples are treated one after another? What else must be available?**

*Solution.* An array of all triples amplitudes C/D would hold o³v³ numbers. The energy does not require it. For given ijk, the formulas for C and Z contain singles, doubles and integrals, but no triples amplitude. D is a plain number for each determinant, so the division couples no two triples. The contribution of one ijk can therefore be added to the energy and its arrays overwritten.

Call an array of v³ numbers a cube. One possible sequence is:

1. Accumulate A and the corresponding sum B of the products t_i^a⟨jk||bc⟩, using one temporary cube for each new product.
2. Form C from A, and Z from B.
3. Form D.
4. Replace Z by Z+C, multiply it by C, divide it by D, and sum.

At most five cubes, A, B, C, Z and D, exist together. Discarding A once C is formed, and B once Z is formed, reduces this to three. In either case the number of cubes is independent of o, so storage for the triples is of order v³.

This statement concerns the triples arrays and not the whole calculation. The doubles amplitudes and the integrals ⟨jk||bc⟩ take o²v² numbers each, the integrals ⟨ma||jk⟩ take o³v, and the integrals ⟨ei||bc⟩ take ov³, which is more than a few cubes when o is large. If the integrals ⟨ei||bc⟩ do not fit in memory, they can be fetched in pieces: the triple ijk uses the three slices belonging to i, j and k, with v³ numbers each. These 3v³ numbers enter the 3v⁴ multiplications of the particle term, or v multiplications per number fetched. Fetching them anew for every triple therefore adds transfers of order o³v³, one power below the arithmetic.

**(e) Under what conditions does the storage argument fail?**

*Solution.* It needs that nothing couples the amplitudes of one occupied triple ijk to those of another.

With non-canonical orbitals, the Fock operator has off-diagonal elements. An element between occupied orbitals i and m connects the triple ijk with mjk, so the triples equations become a coupled linear system across occupied triples. An element between two virtual orbitals changes only abc. It replaces the division by D with a linear system inside one cube, but leaves different ijk independent. Rotating the occupied orbitals among themselves, and the virtual ones among themselves, until these two blocks of the Fock operator are diagonal leaves the determinant unchanged and removes both couplings.

In full iterative triples, W also acts on the triples themselves. One resulting term is (1/2) Σ_{mn} ⟨mn||ij⟩ t_mnk^abc, with n also occupied. It needs amplitudes of other occupied triples, so a cube cannot simply be discarded after use.

A separate failure concerns the energy and not the memory. When occupied and virtual levels approach each other, C/D can become large, and a one-step estimate of the triples is no longer justified. A contributing triple conserves spin, so −D is a sum of three gaps, each between an occupied and a virtual orbital of the same spin. If the occupied levels of each spin lie below the virtual ones, −D becomes small only when all three gaps are small. A single close pair of spatial orbitals supplies only two such gaps, one for each spin, so −D still contains a gap to other levels. C/D can then grow through C, which is linear in the doubles amplitudes, and these grow as that pair's gap closes.

**(f) Apply the results to the NO radical in the 6-31G basis, and to o = 50, v = 500.**

*Solution.* NO has 15 electrons, 8 of spin up and 7 of spin down. The basis has 18 spatial functions, hence 36 spin orbitals. The two lowest orbitals of each spin are kept frozen, so

o = 15 − 4 = 11,  v = 36 − 15 = 21.

There are 11·10·9/6 = 165 occupied triples, and 21³ = 9261. The multiplications are

particle term: 165 · 3 · 21⁴ = 96,268,095
hole term: 165 · 3 · 11 · 9261 = 50,426,145
remainder: 165 · 4 · 9261 = 6,112,260
total: 152,806,500.

The hole term costs o/v = 0.52 of the particle term, so "o³v⁴" alone would describe this small case poorly. Doubling o and v would multiply the contraction cost by 16 · 4 · 21/9 = 149 instead of 128.

With 8 bytes per number (1 MB = 10⁶ bytes), the storage is

one cube: 0.074 MB
five cubes: 0.37 MB
doubles amplitudes: 0.43 MB
integrals ⟨ei||bc⟩: 0.81 MB
all o³v³ triples amplitudes: 98.6 MB.

Memory tracing during a run of the five-cube sequence recorded a peak of 0.50 MB, which is 0.13 MB above the five cubes. A run with random input at o = 4, v = 24 showed a similar excess of 0.136 MB. It fell to 0.007 MB when the internal buffers of the array software were made very small. Such buffers are therefore the likely source of the excess for NO too.

The energy was computed at a chosen bond length of 2.17 bohr. The unrestricted Hartree–Fock and CCSD equations were solved iteratively, and the sum of part (b) was then evaluated with the converged amplitudes:

CCSD correlation energy: −0.22379 hartree
part of E(T) from C²/D: −0.00898 hartree
part of E(T) from CZ/D: +0.00219 hartree
E(T): −0.00679 hartree = −17.8 kJ/mol.

The triples add about 3% to the CCSD correlation energy, and the singles part cancels about a quarter of the doubles part. These values belong to this model. They omit core correlation and whatever (T) misses of triple and higher excitations, and they are far from converged in the basis. In cc-pVDZ, at the same bond length and with the same frozen core, the CCSD correlation energy is −0.326 hartree and E(T) is −0.0110 hartree (−29 kJ/mol), made up of −0.0126 from C²/D and +0.0016 from CZ/D. The triples share stays near 3%, but the singles part then cancels about an eighth of the doubles part. The Hartree–Fock solution has ⟨S²⟩ = 0.857 instead of the 0.75 of a pure doublet, so it contains some higher spin. This figure also depends on the basis: it is 0.790 in cc-pVDZ. In 6-31G, four different starting guesses and an internal stability analysis within real unrestricted orbitals all led to the same solution.

For o = 50 and v = 500 there are 50·49·48/6 = 19,600 triples, and the contractions take

19,600 · 3 · 500³ · 550 = 4.04 × 10¹⁵ multiplications.

One cube takes 8 · 500³ bytes = 1 GB (10⁹ bytes), so the five-cube sequence needs 5 GB. The full o³v³ array would take 125,000 GB. Keeping just i<j<k and a<b<c would still leave 19,600 · 20,708,500 amplitudes, about 3,200 GB. The integrals ⟨ei||bc⟩ take 50 GB, ten times the five cubes. Once the triples are batched, these integrals are the larger demand on memory, unless they too are fetched slice by slice.
